# Closure of Charge-Neutrality-Level Band Offsets Around Three Dielectrics: test program

```python
"""Band offsets from charge-neutrality levels (CNL) around three dielectrics.

Result under test: with D_ij = E_C,j - E_C,i
  = (chi_i - Phi_i) - (chi_j - Phi_j) + S_ij (Phi_i - Phi_j),
the sum around a closed loop is R = sum S_ij (Phi_i - Phi_j).
It is zero for one common S and in general nonzero for pair-dependent S_ij.
chi: electron affinity (eV); Phi: CNL depth below vacuum (eV);
gap: band gap (eV); N: interface gap-state density (1/(eV cm2));
S_ij: pinning slope, set by gap states of both sides and dipole spacing.
Energies are electron energies in eV. Model parameters are round and rough.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, linprog, minimize_scalar
from scipy.special import expit

q, eps0 = const.e, const.epsilon_0
T = 378.0
kT = const.k * T / q
SPACING = 0.20        # dipole spacing, nm
EPS_INT = 2.0         # permittivity between the two charge planes
FIELD = 1.0           # operating field in A, MV/cm
BREAKDOWN = 5.0       # rough breakdown field, MV/cm
MASS = 0.5            # tunnelling mass / electron mass
THICK = 30.0          # thickness of A, nm
TRAPPED = 1e12        # trapped charges in A, 1/cm2
DOS_WIDTH = 1.0       # energy scale of a rising gap-state density, eV

materials = {
    "A": dict(chi=1.0, gap=8.0, Phi=5.4, N=0.5e14, eps=2.7, opt=2.0),
    "B": dict(chi=2.0, gap=5.0, Phi=4.8, N=1.5e14, eps=6.5, opt=4.0),
    "C": dict(chi=2.8, gap=3.0, Phi=4.2, N=3.0e14, eps=4.5, opt=4.5),
}
loop = [("A", "B"), ("B", "C"), ("C", "A")]


def slope(a, b, spacing=SPACING):
    series = a["N"] * b["N"] / (a["N"] + b["N"]) * 1e4
    return 1 / (1 + q * series * spacing * 1e-9 / (eps0 * EPS_INT))


def offset_formula(a, b, S):
    return (a["chi"] - a["Phi"]) - (b["chi"] - b["Phi"]) \
        + S * (a["Phi"] - b["Phi"])


def excess_electrons(m, cnl, level, width=None):
    """Electrons per cm2 beyond neutrality, Fermi-filled gap states."""
    below, above = m["chi"] + m["gap"] - m["Phi"], m["Phi"] - m["chi"]
    count = 4000
    h = (below + above) / count
    x = -below + h * (np.arange(count) + 0.5)
    shape = np.ones(count) if width is None else np.cosh(x / width)
    neutral = below if width is None else width * np.sinh(below / width)
    filled = np.sum(shape * expit((level - cnl - x) / kT)) * h
    return m["N"] * (filled - neutral)


def solve_interface(a, b, spacing=SPACING, outside_step=0.0, width=None):
    """Self-consistent dipole; returns conduction offset and valence offset."""
    per_electron = q * 1e4 * spacing * 1e-9 / (eps0 * EPS_INT)
    cnl_b = -b["Phi"]

    def electrons_on_a(shift):
        cnl_a = -a["Phi"] + shift
        level = brentq(lambda mu: (excess_electrons(a, cnl_a, mu, width)
                                   + excess_electrons(b, cnl_b, mu, width))
                       / 1e14,
                       min(cnl_a, cnl_b) - 0.1, max(cnl_a, cnl_b) + 0.1)
        return excess_electrons(a, cnl_a, level, width)

    shift = brentq(lambda s: s - outside_step
                   - per_electron * electrons_on_a(s), -2.0, 2.0)
    conduction = -b["chi"] - (-a["chi"] + shift)
    valence = -(b["chi"] + b["gap"]) - (-(a["chi"] + a["gap"]) + shift)
    return conduction, valence


# Pair slopes and offsets: derived formula against self-consistent filling
S, step_phi, D, DV = {}, {}, {}, {}
for i, j in loop:
    a, b = materials[i], materials[j]
    S[i, j] = slope(a, b)
    step_phi[i, j] = a["Phi"] - b["Phi"]
    D[i, j], DV[i, j] = solve_interface(a, b)
    assert abs(D[i, j] - offset_formula(a, b, S[i, j])) < 1e-5
    assert abs(solve_interface(b, a)[0] + D[i, j]) < 1e-6
R = sum(S[p] * step_phi[p] for p in loop)
assert abs(sum(D.values()) - R) < 3e-5
assert abs(sum(DV.values()) - R) < 3e-5
assert abs(R) > 0.01

# Equal gap-state densities give one common slope, and the loop closes
equal = {k: dict(m, N=1e14) for k, m in materials.items()}
common_S = slope(equal["A"], equal["B"])
closure_common = sum(solve_interface(equal[i], equal[j])[0] for i, j in loop)
assert abs(closure_common) < 1e-6

# Unequal slopes can also close: tune the dipole spacing of one pair
S_special = -(S["A", "B"] * step_phi["A", "B"]
              + S["B", "C"] * step_phi["B", "C"]) / step_phi["C", "A"]
spacing_special = SPACING * (1 / S_special - 1) / (1 / S["C", "A"] - 1)
closure_special = D["A", "B"] + D["B", "C"] + solve_interface(
    materials["C"], materials["A"], spacing_special)[0]
assert abs(closure_special) < 3e-5
assert abs(S["A", "B"] - S["B", "C"]) > 0.05

# Closure for every set of CNLs forces equal slopes
s12, s23, s31, p1, p2, p3 = sp.symbols("s12 s23 s31 p1 p2 p3")
residual = sp.expand(s12 * (p1 - p2) + s23 * (p2 - p3) + s31 * (p3 - p1))
solution = sp.solve([residual.coeff(p) for p in (p1, p2, p3)],
                    [s12, s23], dict=True)
assert solution == [{s12: s31, s23: s31}]

# Bound on the residual, by random search and at its limiting case
rng = np.random.default_rng(4)
phis, slopes = rng.uniform(2, 7, (100000, 3)), rng.uniform(0, 1, (100000, 3))
sums = np.sum(slopes * (phis - np.roll(phis, -1, axis=1)), axis=1)
ratio = np.abs(sums) / (np.ptp(phis, axis=1) * np.ptp(slopes, axis=1))
assert ratio.max() <= 1 + 1e-9 and ratio.max() > 0.95
bound = (max(S.values()) - min(S.values())) * 1.0 * (
    max(m["Phi"] for m in materials.values())
    - min(m["Phi"] for m in materials.values()))
assert abs(R) <= bound

# Best single list of levels: smallest possible largest error
rows, rhs = [], []
index = {"A": 0, "B": 1, "C": 2}
for i, j in loop:
    difference = np.zeros(4)
    difference[index[j]], difference[index[i]] = 1, -1
    for sign in (1, -1):
        row = sign * difference
        row[3] = -1
        rows.append(row)
        rhs.append(sign * D[i, j])
fit = linprog([0, 0, 0, 1], A_ub=rows, b_ub=rhs,
              bounds=[(0, 0), (None, None), (None, None), (0, None)])
assert fit.success and abs(fit.fun - abs(R) / 3) < 2e-5

# Barrier for electrons from C into A, directly and inferred through B
barrier = D["C", "A"]
inferred = -(D["A", "B"] + D["B", "C"])
assert abs(inferred - barrier + R) < 3e-5
fermi_depth = materials["C"]["Phi"] - materials["C"]["chi"]


def supply(height):
    return quad(lambda u: np.log1p(np.exp(-u - (height + fermi_depth) / kT)),
                0, 40, epsabs=0)[0]


current_factor = supply(min(barrier, inferred)) / supply(max(barrier, inferred))
assert abs(current_factor / np.exp(abs(R) / kT) - 1) < 2e-3

# Vacuum steps also add to R; fields near the triple line compensate them
jump = {(i, j): D[i, j] + materials[j]["chi"] - materials[i]["chi"]
        for i, j in loop}
assert abs(sum(jump.values()) - R) < 3e-5
interface_angle = {("A", "B"): np.pi, ("B", "C"): 1.5 * np.pi,
                   ("C", "A"): 0.0}


def dipole_energy(angle):
    total = 0.0
    for pair in loop:
        t = angle - interface_angle[pair]
        total += jump[pair] / (2 * np.pi) * quad(
            lambda s: np.sin(t) / (1 - 2 * s * np.cos(t) + s * s),
            0, np.inf)[0]
    return total


uniform_slope = (dipole_energy(1.01) - dipole_energy(0.99)) / 0.02
assert abs(uniform_slope + R / (2 * np.pi)) < 2e-5

wedge = {"A": np.pi, "B": np.pi / 2, "C": np.pi / 2}
weight = sum(wedge[k] / materials[k]["eps"] for k in wedge)
cells = 400
eps_cell = np.repeat([materials[k]["eps"] for k in "ABC"], [200, 100, 100])
eps_next = np.roll(eps_cell, -1)
conductance = 2 * eps_cell * eps_next / (eps_cell + eps_next)
face_jump = np.zeros(cells)
face_jump[199], face_jump[299] = jump["A", "B"], jump["B", "C"]
face_jump[399] = jump["C", "A"]
matrix, source = np.zeros((cells, cells)), np.zeros(cells)
for k in range(cells):
    right, left = (k + 1) % cells, (k - 1) % cells
    matrix[k, right] += conductance[k]
    matrix[k, left] += conductance[left]
    matrix[k, k] -= conductance[k] + conductance[left]
    source[k] = conductance[k] * face_jump[k] \
        - conductance[left] * face_jump[left]
matrix[0], source[0] = 0, 0
matrix[0, 0] = 1
energy = np.linalg.solve(matrix, source)
slope_A = (energy[150] - energy[50]) / (100 * 2 * np.pi / cells)
assert abs(slope_A + R / (materials["A"]["eps"] * weight)) < 2e-5
triple_field = 10 * abs(slope_A)      # MV/cm at 1 nm; falls as 1/r

# Neglected: rising gap-state density, and other dipole spacings
R_rising = sum(solve_interface(materials[i], materials[j],
                               width=DOS_WIDTH)[0] for i, j in loop)
R_spacing = {d: sum(solve_interface(materials[i], materials[j], d)[0]
                    for i, j in loop) for d in (0.1, 0.4)}

# Neglected: operating field across the interface layer
outside = FIELD * 0.1 * SPACING * materials["A"]["eps"] / EPS_INT
field_change = solve_interface(materials["C"], materials["A"],
                               outside_step=outside)[0] - barrier
assert abs(field_change + S["C", "A"] * outside) < 1e-5

# Neglected: image force on an electron in A next to C
field_si = FIELD * 1e8
opt_A, opt_C = materials["A"]["opt"], materials["C"]["opt"]
contrast = (opt_C - opt_A) / (opt_C + opt_A)
image = contrast * q / (16 * np.pi * eps0 * opt_A)
top = minimize_scalar(lambda x: image / (x * 1e-9) + field_si * x * 1e-9,
                      bounds=(0.05, 10), method="bounded",
                      options={"xatol": 1e-9})
image_lowering = top.fun
assert abs(image_lowering - np.sqrt(contrast * q * field_si
           / (4 * np.pi * eps0 * opt_A))) < 1e-6


# Neglected: tunnelling through the triangular barrier in A
def tunnel_exponent(height):
    length = height / field_si
    wave = np.sqrt(2 * MASS * const.m_e * q * height) / const.hbar
    return 2 * wave * length * quad(lambda u: np.sqrt(1 - u), 0, 1)[0]


assert barrier / field_si * 1e9 < THICK
best = minimize_scalar(lambda h: (barrier - h) / kT + tunnel_exponent(h),
                       bounds=(1e-4, 1.5), method="bounded",
                       options={"xatol": 1e-9})
tunnel_lowering = barrier - kT * best.fun
B_tunnel = 4 * np.sqrt(2 * MASS * const.m_e * q) / (3 * const.hbar * field_si)
assert abs(tunnel_lowering - (1 / (1.5 * B_tunnel * kT))**2 / 3) < 1e-6

# Neglected: charge trapped at mid-depth of A between fixed potentials
nodes = 199
h = THICK * 1e-9 / (nodes + 1)
laplace = (2 * np.eye(nodes) - np.eye(nodes, k=1) - np.eye(nodes, k=-1)) / h**2
charge = np.zeros(nodes)
charge[nodes // 2] = q * TRAPPED * 1e4 / h / (eps0 * materials["A"]["eps"])
bending = np.linalg.solve(laplace, charge).max()
assert abs(bending - q * TRAPPED * 1e4 * THICK * 1e-9
           / (4 * eps0 * materials["A"]["eps"])) < 1e-6

for k, m in materials.items():
    print(f"{k}: chi {m['chi']} eV, gap {m['gap']} eV, Phi {m['Phi']} eV")
    print(f"   N {m['N']:.1e} /(eV cm2), eps {m['eps']}, optical {m['opt']}")
print(f"dipole spacing {SPACING:.2f} nm, interface permittivity {EPS_INT}")
print(f"temperature {T:.0f} K, kT {kT:.5f} eV")
for i, j in loop:
    print(f"{i}->{j}: S {S[i, j]:.4f}, Phi difference {step_phi[i, j]:+.2f} eV")
    print(f"   S times difference {S[i, j] * step_phi[i, j]:+.4f} eV")
    print(f"   conduction {D[i, j]:+.4f} eV, valence {DV[i, j]:+.4f} eV")
    print(f"   vacuum-level step {jump[i, j]:+.4f} eV")
print(f"residual R {R:+.4f} eV; upper bound on |R| {bound:.4f} eV")
print(f"equal densities 1e14: common S {common_S:.4f}")
print(f"   loop sum below 1e-6 eV: {abs(closure_common) < 1e-6}")
print(f"closing S for C->A {S_special:.4f}, spacing {spacing_special:.4f} nm")
print(f"least largest error of one level list {fit.fun:.4f} eV")
print(f"C-to-A barrier {barrier:.4f} eV, inferred through B {inferred:.4f} eV")
print(f"Boltzmann factor of the error {current_factor:.1f}")
print(f"triple-line angles A, B, C: 180, 90, 90 degrees")
print(f"triple-line field in A at 1 nm {triple_field:.3f} MV/cm")
print(f"triple-line field in A at 10 nm {triple_field / 10:.4f} MV/cm")
print(f"rough breakdown field {BREAKDOWN} MV/cm")
print(f"   reached at radius {triple_field / BREAKDOWN:.3f} nm")
print(f"R, density rising as cosh(E/{DOS_WIDTH} eV): {R_rising:+.4f} eV")
for d, value in R_spacing.items():
    print(f"R with dipole spacing {d} nm: {value:+.4f} eV")
print(f"operating field in A {FIELD} MV/cm, thickness {THICK:.0f} nm")
print(f"C-A offset change by field {abs(field_change):.4f} eV")
print(f"image lowering {image_lowering:.3f} eV, top at {top.x:.2f} nm")
print(f"tunnelling mass {MASS} electron masses")
print(f"exponents: tunnel {tunnel_exponent(barrier):.1f}, "
      f"thermal {barrier / kT:.1f}")
print(f"thermally assisted tunnelling lowering {tunnel_lowering:.3f} eV")
print(f"trapped charge {TRAPPED:.0e} /cm2: band bending {bending:.3f} eV")
print("all tests passed")
```

Running it gives:

```
A: chi 1.0 eV, gap 8.0 eV, Phi 5.4 eV
   N 5.0e+13 /(eV cm2), eps 2.7, optical 2.0
B: chi 2.0 eV, gap 5.0 eV, Phi 4.8 eV
   N 1.5e+14 /(eV cm2), eps 6.5, optical 4.0
C: chi 2.8 eV, gap 3.0 eV, Phi 4.2 eV
   N 3.0e+14 /(eV cm2), eps 4.5, optical 4.5
dipole spacing 0.20 nm, interface permittivity 2.0
temperature 378 K, kT 0.03257 eV
A->B: S 0.5957, Phi difference +0.60 eV
   S times difference +0.3574 eV
   conduction -1.2426 eV, valence +1.7574 eV
   vacuum-level step -0.2426 eV
B->C: S 0.3559, Phi difference +0.60 eV
   S times difference +0.2136 eV
   conduction -1.1864 eV, valence +0.8136 eV
   vacuum-level step -0.3864 eV
C->A: S 0.5632, Phi difference -1.20 eV
   S times difference -0.6759 eV
   conduction +2.3241 eV, valence -2.6759 eV
   vacuum-level step +0.5241 eV
residual R -0.1049 eV; upper bound on |R| 0.2878 eV
equal densities 1e14: common S 0.5250
   loop sum below 1e-6 eV: True
closing S for C->A 0.4758, spacing 0.2841 nm
least largest error of one level list 0.0350 eV
C-to-A barrier 2.3241 eV, inferred through B 2.4290 eV
Boltzmann factor of the error 25.0
triple-line angles A, B, C: 180, 90, 90 degrees
triple-line field in A at 1 nm 0.221 MV/cm
triple-line field in A at 10 nm 0.0221 MV/cm
rough breakdown field 5.0 MV/cm
   reached at radius 0.044 nm
R, density rising as cosh(E/1.0 eV): -0.0932 eV
R with dipole spacing 0.1 nm: -0.1017 eV
R with dipole spacing 0.4 nm: -0.0860 eV
operating field in A 1.0 MV/cm, thickness 30 nm
C-A offset change by field 0.0152 eV
image lowering 0.166 eV, top at 0.83 nm
tunnelling mass 0.5 electron masses
exponents: tunnel 171.1, thermal 71.4
thermally assisted tunnelling lowering 0.060 eV
trapped charge 1e+12 /cm2: band bending 0.503 eV
all tests passed
```
